# Desorption barrier from two heating rates, without an assumed prefactor

**Question**

I am working on an exercise about thermal desorption from a semiconductor surface. A layer desorbs by first-order kinetics while the sample is heated at a constant rate. The desorption peak is at 700 K for a heating rate of 1 K/s and at 740 K for 10 K/s. I am to show, without assuming a prefactor, that the barrier is about 2.45 eV.

I know the rate constant $k=\nu e^{-E/k_BT}$, but it contains two unknowns. When I put in $\nu=10^{13}\ \mathrm{s^{-1}}$ and fit the 700 K peak, I get 1.99 eV. How can the prefactor be avoided, and why is my value so far off? I would also like to know how far 2.45 eV could be trusted if these were real measurements.

**Answer**

You have two unknowns, but also two peaks. Each peak gives one equation relating $E$ and $\nu$. If both runs have the same $\nu$, subtracting the logarithms of the two equations removes it. "Without assuming a prefactor" therefore means that its value is left free, not that it may differ between the runs.

**The peak condition**

Let $\theta$ be the coverage and $\beta$ the heating rate, so that $T=T_0+\beta t$. I take $E$ and $\nu$ to be independent of temperature and coverage, and I neglect molecules that return to the surface. First-order desorption then means

$$
\frac{d\theta}{dt}=-k(T)\,\theta,\qquad k(T)=\nu e^{-E/k_BT}.
$$

Since $dT=\beta\,dt$, the same law with temperature as the variable is

$$
\frac{d\theta}{dT}=-\frac{k(T)}{\beta}\,\theta .
$$

The desorption rate per kelvin is $r=k\theta/\beta$. It differs from the rate per second by the constant factor $\beta$, so both have their maximum at the same temperature. It is easiest to differentiate the logarithm:

$$
\ln r=\ln\nu-\frac{E}{k_BT}+\ln\theta-\ln\beta .
$$

The derivative of $-E/(k_BT)$ is $+E/(k_BT^2)$. The derivative of $\ln\theta$ is $(1/\theta)\,d\theta/dT=-k/\beta$. Hence

$$
\frac{d\ln r}{dT}=\frac{E}{k_BT^2}-\frac{k(T)}{\beta}.
$$

The first term describes the growing rate constant, and the second describes the loss of material still available to desorb. As $T$ rises, the first term falls and the second grows. They can cross only once, and the slope changes there from positive to negative. If the ramp starts below this crossing, the crossing is the peak:

$$
\frac{E}{k_BT_p^2}=\frac{\nu}{\beta}\,e^{-E/k_BT_p}. \tag{1}
$$

The initial coverage does not appear. In a first-order process with constant $E$ and $\nu$, a larger initial coverage scales the whole curve up without moving its maximum.

**Removing the prefactor**

Multiply (1) by $\beta k_B/E$ to get

$$
\frac{\beta}{T_p^2}=\frac{\nu k_B}{E}\,e^{-E/k_BT_p},
$$

and take the logarithm:

$$
\ln\frac{\beta}{T_p^2}=\ln\frac{\nu k_B}{E}-\frac{E}{k_BT_p}. \tag{2}
$$

The logarithms here are of numerical values in fixed units; the units cancel in the next step. Write (2) for run 2 and subtract (2) for run 1. The term containing $\nu$ is the same in both and drops out:

$$
\ln\frac{\beta_2}{\beta_1}-2\ln\frac{T_{p2}}{T_{p1}}
=\frac{E}{k_B}\left(\frac1{T_{p1}}-\frac1{T_{p2}}\right).
$$

The bracket is positive because run 2 peaks at the higher temperature. Solving for the barrier,

$$
E=k_B\,\frac{\ln(\beta_2/\beta_1)-2\ln(T_{p2}/T_{p1})}{1/T_{p1}-1/T_{p2}}. \tag{3}
$$

**The numbers**

The two parts of the numerator are

$$
\ln 10=2.30259,\qquad 2\ln\frac{740}{700}=0.11114,
$$

and their difference is $2.19145$. The denominator is

$$
D\equiv\frac1{700\ \mathrm K}-\frac1{740\ \mathrm K}
=\frac{40}{700\times740}\ \mathrm{K^{-1}}
=7.722\times10^{-5}\ \mathrm{K^{-1}}.
$$

Therefore

$$
\frac{E}{k_B}=\frac{2.19145}{7.722\times10^{-5}\ \mathrm{K^{-1}}}=28379\ \mathrm K,
$$

and with $k_B=8.6173\times10^{-5}\ \mathrm{eV/K}$,

$$
E=2.4455\ \mathrm{eV}\approx2.45\ \mathrm{eV}.
$$

This is the requested result.

The small logarithm matters. Dropping $2\ln(T_{p2}/T_{p1})$ would give 2.57 eV, about 0.12 eV too high. To see where this size comes from, note that

$$
\ln\frac{T_{p2}}{T_{p1}}=\int_{T_{p1}}^{T_{p2}}\frac{dT}{T},\qquad
D=\int_{T_{p1}}^{T_{p2}}\frac{dT}{T^2}.
$$

The first integrand is $T$ times the second, so the ratio of the integrals is a temperature $\bar T$ between the two peaks. The omitted term is thus $2k_B\bar T$. At 720 K, $k_BT=0.062$ eV, and twice this is 0.124 eV.

**An independent check**

Equation (3) can be tested without using the peak condition. Integrate the coverage equation numerically, locate the maximum of each desorption curve, and adjust $E$ and $\nu$ until the maxima lie at 700 and 740 K. This gives $E=2.4455$ eV, in agreement with (3).

A second test starts from a known barrier. With $E=2$ eV and $\nu=10^{13}\ \mathrm{s^{-1}}$, the integrated curves peak at 689.78 K for 0.5 K/s and at 737.31 K for 5 K/s. Equation (3) applied to these peaks returns 2.0000 eV.

**What went wrong with $10^{13}\ \mathrm{s^{-1}}$**

Once $E$ is known, the prefactor follows from (1):

$$
\nu=\frac{\beta_1E}{k_BT_{p1}^2}\,e^{E/k_BT_{p1}} .
$$

For the first run, $E/(k_BT_{p1})=40.54$, and the factor in front is $28379/700^2=0.0579\ \mathrm{s^{-1}}$. Thus

$$
\nu=0.0579\,e^{40.54}\ \mathrm{s^{-1}}\approx2.3\times10^{16}\ \mathrm{s^{-1}}.
$$

Your assumed value is more than a thousand times smaller. At a given barrier, a smaller prefactor means slower desorption. To keep the peak at 700 K, the fit must compensate by lowering the barrier, and it arrives at 1.99 eV.

The position of the first peak alone cannot reveal the mistake, because for any $\nu$ in a wide range some $E$ places the peak at 700 K. (Its shape could: the full width at half maximum is about 41 K for 2.45 eV and about 50 K for 1.99 eV, but the exercise gives only positions.) The second peak can. With your pair of values, the peak at 10 K/s would lie at 749.2 K instead of 740 K. A lower barrier makes the rate constant less sensitive to temperature, so a larger temperature rise is needed to keep up with the tenfold faster ramp. The separation of the peaks carries the information that a single peak position lacks.

**What if desorption were second order?**

Two peak positions do not prove the order. Suppose instead that $d\theta/dT=-k\theta^2/\beta$, with $\theta$ a relative coverage, so that $k$ is still in $\mathrm{s^{-1}}$. Then $\ln r=\ln k+2\ln\theta-\ln\beta$, and setting its derivative to zero gives

$$
\frac{E}{k_BT_p^2}=\frac{2\theta_p k(T_p)}{\beta}, \tag{4}
$$

where $\theta_p$ is the coverage at the peak. If $\theta_p$ is the same in both runs, the factor $2\theta_p$ cancels just as $\nu$ did, and (3) follows again.

To estimate $\theta_p$, integrate the second-order law from the initial coverage $\theta_0$:

$$
\frac1{\theta_p}-\frac1{\theta_0}=\frac1\beta\int_{T_0}^{T_p}k\,dT
\approx\frac{k_BT_p^2}{\beta E}\,k(T_p).
$$

The approximation holds for $E\gg k_BT$ and a cold start: differentiating $k_BT^2k/E$ gives $k(1+2k_BT/E)$, which is nearly $k$. By (4), the right-hand side equals $1/(2\theta_p)$. Hence $1/(2\theta_p)\approx1/\theta_0$, or $\theta_p\approx\theta_0/2$ at both heating rates. With equal initial coverages, the second-order barrier is therefore nearly the same.

To tell the orders apart, repeat one heating rate with different initial coverages. In these simple models the first-order peak stays in place. The second-order peak moves to lower temperature as $\theta_0$ grows, because a larger $\theta_p$ in (4) requires a smaller $k(T_p)$.

**How far to trust the third digit**

Read as exact data, the two temperatures give 2.45 eV. Read as measurements, they are much less decisive, because (3) divides by a small difference of reciprocal temperatures. The effect of temperature errors is:

- Reading the 700 K peak 1 K too high raises $E$ by 0.070 eV.
- Reading the 740 K peak 1 K too high lowers $E$ by 0.059 eV.
- Reading the first 1 K high and the second 1 K low raises $E$ by 0.135 eV.
- Reading both 1 K high raises $E$ by only 0.007 eV.

One kelvin is 2.5% of the 40 K separation, and this explains most of the first two shifts. A common offset leaves the separation unchanged and so does about ten times less harm per kelvin. It still adds up: the shift is about 0.007 eV per kelvin, so a 20 K calibration offset would move $E$ by 0.14 eV.

The prefactor is more fragile still. At fixed $T_p$, the exponential in $\nu$ changes by $e^{\Delta E/k_BT_p}$. With $\Delta E=0.135$ eV and $k_BT_p=0.060$ eV, this is a factor of about 9. The value $2.3\times10^{16}\ \mathrm{s^{-1}}$ is then good to an order of magnitude at best.

The assumption of a common prefactor can be sized in the same way. If the prefactors were $\nu_1$ and $\nu_2$, the subtraction would leave an extra $\ln(\nu_2/\nu_1)$, and the true barrier would be

$$
E_{\rm true}=E-\frac{k_B}{D}\ln\frac{\nu_2}{\nu_1},\qquad \frac{k_B}{D}=1.116\ \mathrm{eV}.
$$

A prefactor 10% larger in the second run would put the true barrier about 0.11 eV below the value from (3). The two runs should therefore use surfaces prepared in the same way.

**Effects left out of the model**

In each case below, the desorption itself has the parameters found above, one effect is added, and (3) is applied to the shifted peaks.

*Pumping delay.* A mass spectrometer responds to pressure, which follows the desorption rate with a delay. For a chamber of volume $V$ pumped at speed $S$, the pressure rise $p$ obeys

$$
\frac{dp}{dt}=q(t)-\frac p\tau,\qquad \tau=\frac VS,
$$

where $q$ is proportional to the desorption rate. If $q$ changes little during $\tau$, then $p\approx\tau(q-\tau\,dq/dt)\approx\tau q(t-\tau)$. The signal is late by about $\tau$, which is $\beta\tau$ on the temperature axis. A 10 L chamber pumped at 100 L/s has $\tau=0.1$ s. The computed delays are about 0.10 K in the slow run and 0.975 K in the fast one. The peaks move apart, and the apparent barrier falls by 0.051 eV.

*A prefactor that depends on temperature.* If $\nu\propto T$, then $\ln k$ contains an extra $\ln T$, and

$$
\frac{d\ln k}{dT}=\frac{E}{k_BT^2}+\frac1T=\frac{E+k_BT}{k_BT^2}.
$$

The temperature dependence looks like that of a barrier larger by about $k_BT$, or 0.062 eV at 720 K. With $\nu$ matched to the value above at 720 K, the simulated peaks give an apparent increase of about 0.06 eV.

*Repulsion between adsorbates.* Let the barrier be $E_\theta=E-w\theta$, with $\theta=1$ at the start and $w=0.05$ eV, a value chosen for illustration. Differentiating $\ln r$ now also brings in the change of barrier with coverage:

$$
\frac{d\ln r}{dT}=\frac{E_\theta}{k_BT^2}-\frac k\beta\left(1+\frac{w\theta}{k_BT}\right).
$$

Integrating this model moves the peaks to 689.2 and 728.6 K and lowers the apparent barrier by 0.038 eV. Two causes can be read from the equation. The barrier at the peak is $E-w\theta_p$, which is below $E$. In addition, if $\theta_p$ is nearly the same in both runs, the bracket is smaller at the hotter peak. Call the bracket $B$. The peak condition then adds $+\ln B$ to the right-hand side of (2), so the subtraction gains the term $\ln(B_2/B_1)$. Because $B_2<B_1$, this term is negative and lowers the apparent barrier further.

Readsorption is a different matter. It adds a return term to the coverage equation, so (1) no longer follows, and I have not estimated its effect here.

**Comparison with a real surface**

The data are round model values, roughly in the regime of hydrogen leaving silicon. That process matters in chemical vapour deposition from hydrides such as silane, because adsorbed hydrogen occupies sites needed for growth. Its barrier is roughly 2 to 2.5 eV, so 2.45 eV is within the rough range, near its upper end. The match is only rough: at such heating rates the monohydride peak on Si(100) lies higher, near 750 to 800 K, so the $E$ and $\nu$ found here should not be read as hydrogen parameters. The prefactor found here is high compared with the $10^{13}\ \mathrm{s^{-1}}$ you assumed, but it is also the less certain of the two results. In a real experiment the pressure signal is delayed and the barrier may depend on coverage. For the sizes considered above, these two effects lower the result by about 0.05 and 0.04 eV. The sample thermometer may also lag, and this can matter more. A lag of 0.5 s makes it read 0.5 K low in the slow run and 5 K low in the fast one. By (3), this alone would raise the result by about 0.3 eV.

For a measurement, I would use several heating rates and plot $\ln(\beta/T_p^2)$ against $1/T_p$. By (2), the model predicts a straight line of slope $-E/k_B$. A wider range of rates separates the peaks more and reduces the effect of a fixed temperature error. It is better to widen the range towards slow ramps, because the pumping delay $\beta\tau$ grows with the heating rate, provided the slow-run signal remains measurable. The main computed values are collected in the numerical output below.

## Computed results

```
Heating rates: 1 and 10 K/s
Peak temperatures: 700 and 740 K
Boltzmann constant: 8.617333e-05 eV/K
ln(beta2/beta1): 2.30259
2 ln(Tp2/Tp1): 0.11114
Difference of these logarithms: 2.19145
1/Tp1 - 1/Tp2: 7.72201e-05 1/K
E/kB: 28379 K
Barrier from formula: 2.4455 eV
Barrier from simulated curves: 2.4455 eV
Barrier if Tp^2 term is omitted: 2.570 eV
E/(kB Tp1): 40.54
Prefactor from formula: 2.34e+16 1/s
Prefactor from simulated curves: 2.34e+16 1/s
Synthetic test, true barrier: 2.0000 eV
Synthetic test, peaks at 0.5 and 5 K/s: 689.78, 737.31 K
Synthetic test, recovered barrier: 2.0000 eV
Assumed prefactor for contrast: 1e+13 1/s
Barrier with assumed prefactor: 1.990 eV
Its predicted peak at 10 K/s: 749.2 K
Barrier shift, Tp1 read 1 K high: +0.070 eV
Barrier shift, Tp2 read 1 K high: -0.059 eV
Barrier shift, Tp1 +1 K and Tp2 -1 K: +0.135 eV
Barrier shift, both read 1 K high: +0.007 eV
Chamber volume: 10 L
Pumping speed: 100 L/s
Pumping time: 0.10 s
Peak delays at 1 and 10 K/s: 0.099, 0.975 K
Barrier shift from pumping delay: -0.051 eV
kB times 720 K: 0.0620 eV
Barrier shift, prefactor proportional to T: +0.061 eV
Barrier lowering at full coverage: 0.05 eV
Peaks with repulsion: 689.22, 728.60 K
Barrier shift from repulsion: -0.038 eV
```
